# Current transfer length under a metal contact to a thin layer: test program

```python
# Result under test: current passes from a thin sheet into a metal contact
# over the transfer length L_T = sqrt(rho_c / R_s), which is about 32 nm for
# rho_c = 1e-9 ohm cm2 and R_s = 100 ohm per square.
# rho_c: specific contact resistivity; R_s: sheet resistance of the layer;
# L: contact length; t: layer thickness; R_m: sheet resistance of the metal.
# Internal units: nm and ohm; resistances are for unit width (ohm nm).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron, bmat
from scipy.sparse.linalg import spsolve

NM_PER_CM = 1e7
rho_c_cm = 1e-9                       # ohm cm2
R_s = 100.0                           # ohm per square
rho_c = rho_c_cm * NM_PER_CM**2       # ohm nm2
L_T = np.sqrt(rho_c / R_s)            # nm
L_long, L_short = 320.0, 20.0         # nm
t_layer = 20.0                        # nm
carrier_density = 5e20                # per cm3
rho_metal = 15e-6                     # ohm cm, rough thin-film ruthenium
t_metal = 20.0                        # nm
current_per_width = 1e-3              # A per micrometre
temperature = 300.0                   # K


def chain(n):
    """Graph Laplacian of n nodes in a row, with insulated ends."""
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def solve_layer(t, L, dx, ny, upstream):
    """Finite-volume current flow in a layer of thickness t, unit current.
    Returns the current into the metal per cell and the contact resistance."""
    rho, dy = R_s * t, t / ny
    n_up, n_con = round(upstream / dx), round(L / dx)
    nx = n_up + n_con
    gx, gy = dy / (rho * dx), dx / (rho * dy)
    g_top = dx / (rho_c + rho * dy / 2)
    leak = np.zeros((nx, ny))
    leak[n_up:, -1] = g_top
    source = np.zeros((nx, ny))
    source[0, :] = 1.0 / ny
    matrix = (gx * kron(chain(nx), identity(ny))
              + gy * kron(identity(nx), chain(ny)) + diags(leak.ravel()))
    phi = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, ny)
    transferred = g_top * phi[n_up:, -1]
    v_in = phi[0].mean() + 1.0 / (ny * 2 * gx)
    return transferred, v_in - R_s * upstream


def sheet_current(x, L):
    return np.sinh((L - x) / L_T) / np.sinh(L / L_T)


def contact_resistance(L):
    return R_s * L_T / np.tanh(L / L_T)


def mean_distance(L):
    return L_T * np.tanh(L / (2 * L_T))


# Very thin layer: full current flow against the one-dimensional formulas.
dx = 0.5
for L in (L_long, L_short):
    q, r_c = solve_layer(1.0, L, dx, 2, 10.0)
    edges = dx * np.arange(1, len(q) + 1)
    centres = edges - dx / 2
    assert abs(q.sum() - 1) < 1e-7
    assert np.max(np.abs(np.cumsum(q) - 1 + sheet_current(edges, L))) < 3e-3
    assert abs(r_c / contact_resistance(L) - 1) < 3e-3
    assert abs(np.sum(q * centres) / mean_distance(L) - 1) < 5e-3
    # First and last cells are averages over dx, hence the 2% tolerance.
    assert abs(q[-1] / q[0] * np.cosh(L / L_T) - 1) < 0.02
    assert abs(q[0] / dx * L_T * np.tanh(L / L_T) - 1) < 0.02

# Layer of real thickness: decay length, transferred fraction, resistance.
kt = brentq(lambda z: z * np.tan(z) - (t_layer / L_T)**2, 1e-6, 1.5)
decay_thick = t_layer / kt
decay_series = L_T * (1 + t_layer**2 / (6 * L_T**2))
q, r_thick = solve_layer(t_layer, L_long, 0.5, 40, 100.0)
_, r_coarse = solve_layer(t_layer, L_long, 1.0, 20, 100.0)
_, r_thick_short = solve_layer(t_layer, L_short, 0.5, 40, 100.0)
edges = 0.5 * np.arange(1, len(q) + 1)
window = (edges > 60) & (edges < 160)
decay_flow = -1 / np.polyfit(edges[window], np.log(q[window]), 1)[0]
fraction_thick = np.interp(L_T, edges, np.cumsum(q))
assert abs(decay_flow / decay_thick - 1) < 2e-3
assert abs(decay_series / decay_thick - 1) < 1e-2
assert abs(r_coarse / r_thick - 1) < 5e-3

# Resistive metal: two coupled rails, current leaves at the far metal end.
R_m = rho_metal / (t_metal / NM_PER_CM)
decay_metal = np.sqrt(rho_c / (R_s + R_m))
left_in_sheet = R_m / (R_s + R_m)
step, n = 0.25, 1920
link = step / rho_c * identity(n)
ground = np.zeros(n)
ground[-1] = 1.0
rails = bmat([[chain(n) / (R_s * step) + link, -link],
              [-link, chain(n) / (R_m * step) + link + diags(ground)]])
inject = np.zeros(2 * n)
inject[0] = 1.0
potential = spsolve(rails.tocsc(), inject)
crossing = step / rho_c * (potential[:n] - potential[n:])
x = step * (np.arange(n) + 0.5)
window = (x > 30) & (x < 100)
decay_rails = -1 / np.polyfit(x[window], np.log(crossing[window]), 1)[0]
assert abs(decay_rails / decay_metal - 1) < 2e-3
assert abs(1 - crossing[:n // 2].sum() - left_in_sheet) < 2e-3

# Fermi wavevector: count the states of a periodic box inside a sphere.
radius = 30
m = np.arange(-radius, radius + 1)**2
count = 2 * np.sum(m[:, None, None] + m[None, :, None] + m <= radius**2)
assert abs((3 * np.pi**2 * count)**(1 / 3) / (2 * np.pi * radius) - 1) < 3e-3
resistivity = R_s * t_layer / NM_PER_CM                    # ohm cm
mobility = 1 / (carrier_density * const.e * resistivity)   # cm2/Vs
k_F = (3 * np.pi**2 * carrier_density * 1e6)**(1 / 3)      # per m
free_path = const.hbar * k_F * mobility * 1e-4 / const.e * 1e9

# Interface voltage and current density at the entry edge.
r_long_um = contact_resistance(L_long) / 1e3               # ohm micrometre
r_short_um = contact_resistance(L_short) / 1e3
v_edge = current_per_width * r_long_um                     # V
v_edge_short = current_per_width * r_short_um
j_edge = v_edge / rho_c_cm                                 # A/cm2
v_thermal = const.k * temperature / const.e


def diode_excess(v):
    return np.expm1(v / v_thermal) / (v / v_thermal) - 1


print(f"Specific contact resistivity: {rho_c_cm:.1e} ohm cm2")
print(f"Sheet resistance: {R_s:.0f} ohm per square")
print(f"Transfer length L_T: {L_T / NM_PER_CM:.3e} cm = {L_T:.2f} nm")
for multiple in (1, 2, 3):
    share = 100 * (1 - np.exp(-multiple))
    print(f"Long contact, transferred within {multiple} L_T: {share:.1f} %")
print(f"Distance for 95 % transfer: {L_T * np.log(20):.1f} nm")
print(f"Lateral resistance x width at x = L_T: {R_s*L_T/1e3:.3f} ohm um")
print(f"Interface resistance x width at L_T: {rho_c/L_T/1e3:.3f} ohm um")
print(f"Long contact length: {L_long:.0f} nm = {L_long/L_T:.2f} L_T")
print(f"Long contact R_c W: {r_long_um:.3f} ohm um")
print(f"Long contact mean transfer distance: {mean_distance(L_long):.2f} nm")
print(f"Short contact length: {L_short:.0f} nm = {L_short/L_T:.3f} L_T")
print(f"Short contact R_c W: {r_short_um:.3f} ohm um")
print(f"Short contact rho_c/L alone: {rho_c/L_short/1e3:.3f} ohm um")
print(f"Short contact mean distance: {mean_distance(L_short):.2f} nm")
print(f"Short contact far/near current density: {1/np.cosh(L_short/L_T):.3f}")
print(f"Layer thickness: {t_layer:.0f} nm")
print(f"Layer resistivity: {resistivity:.2e} ohm cm")
print(f"Decay length with thickness, mode equation: {decay_thick:.2f} nm")
print(f"Decay length with thickness, series: {decay_series:.2f} nm")
print(f"Decay length with thickness, 2D flow: {decay_flow:.2f} nm")
print(f"2D flow, transferred within L_T: {100*fraction_thick:.1f} %")
print(f"2D flow, long contact R_c W: {r_thick/1e3:.3f} ohm um")
print(f"2D flow, short contact R_c W: {r_thick_short/1e3:.3f} ohm um")
print(f"Ruthenium film: {rho_metal*1e6:.0f} microohm cm, {t_metal:.0f} nm")
print(f"Ruthenium sheet resistance: {R_m:.2f} ohm per square")
print(f"Decay length with resistive metal: {decay_metal:.2f} nm")
print(f"Decay length from two-rail network: {decay_rails:.2f} nm")
print(f"Current left in sheet in mid-contact: {100*left_in_sheet:.1f} %")
print(f"Carrier density: {carrier_density:.1e} per cm3")
print(f"Mobility implied: {mobility:.1f} cm2/Vs")
print(f"Fermi wavevector, one band: {k_F*1e-9:.2f} per nm")
print(f"Mean free path, one band: {free_path:.1f} nm")
print(f"Current per width: {current_per_width*1e3:.1f} mA/um")
print(f"Edge current density, long contact: {j_edge:.2e} A/cm2")
print(f"Edge voltage, long contact: {v_edge*1e3:.2f} mV")
print(f"Edge voltage, short contact: {v_edge_short*1e3:.2f} mV")
print(f"Thermal voltage at {temperature:.0f} K: {v_thermal*1e3:.2f} mV")
print(f"Diode-law excess, long contact: {100*diode_excess(v_edge):.1f} %")
print(f"Diode-law excess, short: {100*diode_excess(v_edge_short):.1f} %")
print(f"L_T if R_s rises by 10 %: {np.sqrt(rho_c/(1.1*R_s)):.2f} nm")
print(f"L_T if rho_c doubles: {np.sqrt(2*rho_c/R_s):.2f} nm")
print("PASS")
```

Running it gives:

```
Specific contact resistivity: 1.0e-09 ohm cm2
Sheet resistance: 100 ohm per square
Transfer length L_T: 3.162e-06 cm = 31.62 nm
Long contact, transferred within 1 L_T: 63.2 %
Long contact, transferred within 2 L_T: 86.5 %
Long contact, transferred within 3 L_T: 95.0 %
Distance for 95 % transfer: 94.7 nm
Lateral resistance x width at x = L_T: 3.162 ohm um
Interface resistance x width at L_T: 3.162 ohm um
Long contact length: 320 nm = 10.12 L_T
Long contact R_c W: 3.162 ohm um
Long contact mean transfer distance: 31.62 nm
Short contact length: 20 nm = 0.632 L_T
Short contact R_c W: 5.650 ohm um
Short contact rho_c/L alone: 5.000 ohm um
Short contact mean distance: 9.68 nm
Short contact far/near current density: 0.829
Layer thickness: 20 nm
Layer resistivity: 2.00e-04 ohm cm
Decay length with thickness, mode equation: 33.71 nm
Decay length with thickness, series: 33.73 nm
Decay length with thickness, 2D flow: 33.71 nm
2D flow, transferred within L_T: 61.3 %
2D flow, long contact R_c W: 3.343 ohm um
2D flow, short contact R_c W: 6.232 ohm um
Ruthenium film: 15 microohm cm, 20 nm
Ruthenium sheet resistance: 7.50 ohm per square
Decay length with resistive metal: 30.50 nm
Decay length from two-rail network: 30.50 nm
Current left in sheet in mid-contact: 7.0 %
Carrier density: 5.0e+20 per cm3
Mobility implied: 62.4 cm2/Vs
Fermi wavevector, one band: 2.46 per nm
Mean free path, one band: 10.1 nm
Current per width: 1.0 mA/um
Edge current density, long contact: 3.16e+06 A/cm2
Edge voltage, long contact: 3.16 mV
Edge voltage, short contact: 5.65 mV
Thermal voltage at 300 K: 25.85 mV
Diode-law excess, long contact: 6.4 %
Diode-law excess, short: 11.8 %
L_T if R_s rises by 10 %: 30.15 nm
L_T if rho_c doubles: 44.72 nm
PASS
```
